Spin Hall conductivity with competing Rashba and Dresselhaus couplings

Problem

A clean two-dimensional electron gas has the Hamiltonian

H = ħ²k²/2m + α(k_y σ_x − k_x σ_y) + β(k_x σ_x − k_y σ_y),

where x and y are the cubic axes of the crystal and α, β > 0 are the Rashba and linear Dresselhaus strengths. The electrons carry charge −e, with e > 0. The Fermi energy E_F is measured from the point k = 0, where the two spin branches touch, and is positive, so both branches are occupied. A weak uniform field E points along x. It varies slowly compared with the spin precession, but fast compared with scattering, which is left out. The spin current is

J_i = (ħ/2) · ½{σ_z, v_i}, summed over electrons per unit area,

and the spin Hall conductivity σ_sH is defined by J_y = σ_sH E. Show that σ_sH reverses sign as α passes β and vanishes at α = β, and find its size on either side.

A tempting solution

Write the spin-orbit energy as b·σ. The field moves k, the direction of b turns, and the spins tilt out of the plane by just the amount that lets precession about b turn them along with it. The rate of turning is proportional to (α² − β²)/g², where g = |b|/k. Squaring b gives

g² = α² + β² + 2αβ sin2φ,

with φ the polar angle of k. Around the Fermi circle sin2φ averages to zero, so g² may be replaced by α² + β². For pure Rashba coupling the conductivity is e/8π (the solution below confirms this), which fixes the prefactor:

σ_sH = (e/8π)(α² − β²)/(α² + β²). (wrong)

This has the right value for β = 0, the right value for α = 0, the right sign everywhere and the right zero. It is still wrong between these points.

The fault

The average was taken in the wrong place. The response contains 1/g², and the average of 1/g² is not 1 over the average of g². To see how much this matters, measure the angle from the diagonal, χ = φ − 45°. Then sin2φ = cos2χ = cos²χ − sin²χ, and

g² = (α + β)² cos²χ + (α − β)² sin²χ.

For α = 0.39 and β = 0.40 meV nm, g² falls from 0.79² = 0.6241 to 0.01² = 0.0001 (meV nm)² within a quarter turn. The few electrons near χ = ±90° have a small splitting and tilt strongly, and the replacement discards them. It gives (0.1521 − 0.1600)/(0.1521 + 0.1600) = −0.025 in units of e/8π. A direct sum over the occupied states whose tilt is not cancelled by the other branch, using numerically computed eigenvectors, gives −1.00000.

Solution

1. Spin current and spin-orbit field. Reading off the coefficients of σ_x and σ_y,

b = (αk_y + βk_x, −αk_x − βk_y, 0).

The velocity along y is v_y = ħk_y/m + (ασ_x − βσ_y)/ħ. Since σ_z anticommutes with σ_x and σ_y, the second part drops out of ½{σ_z, v_y}. The same happens for v_x, so

J_i = (ħ²k_i/2m) σ_z.

A spin current therefore needs spins tilted out of the plane. Without the field there are none, because every eigenstate has its spin along ±b. The field-induced shift of the occupied region thus contributes nothing by itself at first order, and only the tilt counts.

2. The tilt. Let p = ⟨σ⟩ for one electron. It precesses according to

dp/dt = (2/ħ) b × p.

Let n = (cosθ, sinθ, 0) be the direction of b, let t = z × n, and let Ω = 2|b|/ħ. For the upper (λ = +1) or lower (λ = −1) branch write

p = λn + u t + p_z z,

with u and p_z of first order in E. Since dn/dt = (dθ/dt) t, n × t = z and n × z = −t, the components along t and z give

du/dt + λ dθ/dt = −Ω p_z,
dp_z/dt = Ω u.

For a slow field du/dt is negligible, so p_z = −λ(dθ/dt)/Ω. The force gives dk_x/dt = −eE/ħ, hence dθ/dt = −(eE/ħ) ∂θ/∂k_x and

p_z = λ eE (∂θ/∂k_x)/(2|b|).

The derivative of the angle follows from ∂b/∂k_x = (β, −α):

∂θ/∂k_x = [b_x ∂b_y/∂k_x − b_y ∂b_x/∂k_x]/|b|²
= [−α(αk_y + βk_x) + β(αk_x + βk_y)]/|b|²
= −(α² − β²) k_y/|b|².

The terms in αβk_x cancel. The tilt is

p_z = −λ eE (α² − β²) k_y/(2|b|³).

3. Sum over electrons. With occupations f₊ and f₋,

J_y = −[eE ħ²(α² − β²)/4m] ∫ d²k/(4π²) (f₊ − f₋) k_y²/|b|³.

Here k_y²/|b|³ = sin²φ/(k g³) and d²k = k dk dφ, so k cancels and the radial integral is simply ∫dk (f₊ − f₋) = k₊ − k₋, the difference of the Fermi radii. They solve ħ²k²/2m + λgk = E_F, and for E_F > 0 each branch has one positive root:

k_λ = −λmg/ħ² + √[(mg/ħ²)² + 2mE_F/ħ²].

Therefore k₊ − k₋ = −2mg/ħ², without any assumption that the splitting is small. The prefactors combine as (ħ²/4m)(1/4π²)(2m/ħ²) = 1/8π², and

σ_sH = [e(α² − β²)/8π²] ∫₀^{2π} dφ sin²φ/g².

The mass and the density have dropped out: a weaker splitting makes each electron tilt more, but leaves fewer electrons uncompensated.

4. The angular integral. Put sin²φ = (1 − cos2φ)/2. The part with cos2φ/g² is the derivative of ln(g²)/(4αβ), a periodic function, so it integrates to zero. (If α or β is zero, g is constant and the statement is immediate.) There remains half of the integral of 1/g².

This integral has a geometric meaning. On a circle of fixed k, b = k(α sinφ + β cosφ, −α cosφ − β sinφ), and

b_x ∂b_y/∂φ − b_y ∂b_x/∂φ
= k²[(α sinφ + β cosφ)(α sinφ − β cosφ) + (α cosφ + β sinφ)(α cosφ − β sinφ)]
= k²(α² − β²).

Dividing by |b|² gives ∂θ/∂φ = (α² − β²)/g². For α ≠ β the map from k to b is linear and invertible, so each direction of b occurs at one value of φ in a full turn, and θ never turns back. Hence b winds once around, anticlockwise for α > β and clockwise for α < β:

(α² − β²) ∫₀^{2π} dφ/g² = 2π sgn(α² − β²).

Inserting this with the factor ½,

σ_sH = (e/8π) sgn(α² − β²), α ≠ β.

The size does not depend on the ratio of the couplings because it counts a winding, and a winding changes only when b vanishes somewhere on the circle.

5. Equal strengths. At α = β the last formula does not apply, since g vanishes at φ = −45° and 135°. The Hamiltonian itself settles the matter:

b = α(k_x + k_y)(1, −1, 0).

The axis is the same for every k. The spin component (σ_x − σ_y)/√2 is conserved, moving k cannot turn the spin, and p_z stays zero. Thus σ_sH = 0.

A symmetry confirms the zero and the reversal together. The rotation U = (σ_x − σ_y)/√2 takes σ_x to −σ_y, σ_y to −σ_x and σ_z to −σ_z. Applied to H it exchanges α and β and leaves k alone, while J_y changes sign. So σ_sH(α, β) = −σ_sH(β, α), also at finite temperature and frequency.

How the jump becomes a crossing

The step arises because the smallest splitting on the Fermi circle, about 2k_F|α − β|, closes at α = β, and no field is slow compared with a vanishing precession rate. Let the field grow as e^{st}. Then dp_z/dt = s p_z gives u = s p_z/Ω, and the other precession equation becomes

(s²/Ω) p_z + λ dθ/dt = −Ω p_z, so p_z = −λ(dθ/dt) Ω/(Ω² + s²).

Compared with the slow result there is an extra factor Ω²/(Ω² + s²). For a splitting much smaller than E_F, k may be set to k_F across the thin shell between the Fermi contours. With δ = ħs/2k_F the factor is g²/(g² + δ²), and

σ_sH = [e(α² − β²)/8π²] ∫₀^{2π} dφ sin²φ/(g² + δ²).

The cos2φ part again vanishes. For the rest, choose positive a and c such that a² + c² = α² + β² + δ² and ac = αβ. This is possible because the first sum is at least 2αβ. The winding result, applied to a and c, gives

∫₀^{2π} dφ/(g² + δ²) = 2π/|a² − c²|,

(a² − c²)² = (a² + c²)² − 4a²c² = [(α − β)² + δ²][(α + β)² + δ²].

To leading order in the splitting over E_F,

σ_sH = (e/8π)(α² − β²)/√{[(α − β)² + δ²][(α + β)² + δ²]}.

This passes continuously through zero over a range of α of order δ. Take β = 0.40 meV nm, k_F = 0.1121 nm⁻¹ and ħs = 0.02 meV, so δ = 0.0892 meV nm. At α = 0.30 meV nm,

(0.09 − 0.16)/√[(0.01 + 0.00796)(0.49 + 0.00796)] = −0.740,

in agreement with the direct sum, −0.7402. At α = 0.50 the direct sum gives +0.7426. For an alternating field of frequency ω, replace s² by −ω². This holds while ħω is below the smallest splitting, and it raises the magnitude instead of lowering it.

Other field directions

The size e/8π belongs to a field along a cubic axis. With E along x there is also a spin current along x, found by replacing one factor sinφ by cosφ in the angular integral. Let A = α² + β², B = 2αβ, D = α² − β² and r = min(α, β)/max(α, β). Then

∫ dφ sinφ cosφ/g² = (1/2B) ∫ dφ (g² − A)/g² = (π/B)(1 − A/|D|).

Since |D| − A = −2 min(α, β)², this gives J_x = −(e/8π) sgn(D) r E. For a field along y, ∂θ/∂k_y = +D k_x/|b|², and the same integrals give J_x = −(e/8π) sgn(D) E and J_y = +(e/8π) sgn(D) r E. For a field at angle ψ to x, the spin current along (−sinψ, cosψ) is then

σ_sH(ψ) = (e/8π) sgn(α² − β²)(1 + r sin2ψ).

Because r < 1 away from equality, the sign rule survives for every direction. At α = 0.20 and β = 0.40 meV nm, r = 0.5, and the values at +45° and −45° are −1.5 and −0.5 in units of e/8π. At −45° the response goes to zero continuously as α approaches β.

Where the result fails

Scattering. The precession equation, multiplied by ħ/2 and summed over electrons, gives the rate of change of the total spin:

dS_x/dt = −(2m/ħ²)(αJ_x + βJ_y),
dS_y/dt = −(2m/ħ²)(αJ_y + βJ_x).

Scatterers that do not act on spin add nothing to these equations. In a steady state both left sides vanish, and for α ≠ β the two linear equations force J_x = J_y = 0. The dc spin Hall current of this model is therefore zero in a steady state. The clean result does not contradict this. For α > β it has J_x = −(β/α)J_y, which keeps S_x constant, while S_y keeps growing, as it can only before scattering acts.

Occupation. If E_F < 0, only the lower branch is filled. For pure Rashba coupling the occupied ring has width 2(mα/ħ²)√(1 − |E_F|/E_so), with E_so = mα²/2ħ². It replaces the width 2mα/ħ² used above, so the conductivity is (e/8π)√(1 − |E_F|/E_so), which is 0.7071 e/8π at |E_F| = E_so/2.

Temperature. The result is the same for every positive Fermi energy, so thermal averaging changes it only through states near or below the touching point, by an amount of order e^{−E_F/k_BT}. The thermal energy may exceed the spin splitting.

A GaAs quantum well

Take m = 0.067 m_e, a density of 2.0×10¹¹ cm⁻² and β = 0.40 meV nm, all held fixed while gates on both sides of the well set α to 0.20, 0.40 or 0.60 meV nm. These are rough values for GaAs wells, and holding β fixed is a simplification. The gate field that raises α also squeezes the electrons against one wall, which raises β. By a rough estimate for a hard-wall well about 16 nm wide, β would grow from its zero-field value 0.40 to about 0.6 meV nm by the time α reaches 0.60 meV nm, if α per unit field is about 5 eÅ² (a field near 115 kV/cm). With 10 eÅ² (60 kV/cm) it would reach about 0.47 meV nm. The three settings therefore illustrate the model, not one gate sweep of a real well. Then E_F = 7.15 meV, and the clean slow-field values are −1, 0 and +1 in units of e/8π. Multiplied by 2e/ħ to count spin as charge, e/8π becomes e²/4πħ = 19.37 μS. A field of 0.1 V/cm, or 10 V/m, gives about 1.9×10⁻⁴ A/m = 0.19 nA/μm.

The smallest splitting at α = 0.20 is 2 × 0.1121 × 0.20 = 0.0448 meV, or 10.8 GHz. A 4 GHz drive has ħω = 0.0165 meV and changes the values to about −1.08 at α = 0.20 and +1.08 at α = 0.60. At 4 K, k_BT = 0.345 meV exceeds the splitting, but E_F/k_BT = 20.7, so the thermal smearing of the occupations has a negligible effect. Collisions between electrons, which also depend on temperature, are considered below.

The model leaves out the cubic Dresselhaus term, −γ(k_x k_y² σ_x − k_y k_x² σ_y). On the line k_x = −k_y = k/√2 both components of b then equal (k/√2)(β − α − γk²/2), so b vanishes on the Fermi circle at

α = β − γk_F²/2.

With γ = 10 meV nm³, a rough value that is uncertain by a factor of a few, this is 0.40 − 0.063 = 0.337 meV nm. The reversal moves by 16% of β. The direct sum with the cubic term gives −1.0000, +1.0000 and +1.0000 at the three settings, so the point of equal linear strengths is no longer the zero. At 4 GHz the first and last become about −1.2 and +1.0. At α = 0.40 the smallest splitting is 2 × 0.1121 × 0.063 = 0.014 meV, below ħω, and the slow-field result does not apply.

The neglect of scattering also limits these values. A mobility of 5×10⁶ cm²/Vs gives a transport time τ = 190 ps and ωτ = 4.8. This is above 1, but not by a wide margin. The mobility also does not show collisions between electrons, which disturb the spin tilt too. Rough estimates with a screened interaction give an electron lifetime of about 15 ps at 4 K, and about 30 to 55 ps when small-angle collisions are discounted by the weight 1 − cos(scattering angle). The weighted time applies to the first angular harmonic of the tilt, and higher harmonics, present when α and β are comparable, relax faster. Either way ω times this time is about 1 or less, and the clean values at 4 GHz cannot be relied on at that temperature. At 1 K the two estimates are about 170 ps and several hundred ps, comparable to or longer than the transport time. Small-angle scattering, which counts little in the transport time, may reduce the margin further. The values at 4 GHz are therefore estimates for about 1 K or below, and their scattering correction is not calculated here. At 1×10⁶ cm²/Vs, ωτ would be about 1, and the clean value could not be relied on at 4 GHz. The numerical output below lists the values used here, apart from the rough estimates of the electron-electron collision time and of the change in β with gate field.

Computed values

```
effective mass: 0.067 m_e; density: 2.0e+11 cm^-2
beta: 0.40 meV nm; cubic gamma: 10.0 meV nm^3
Fermi wavevector: 0.1121 nm^-1; Fermi energy: 7.15 meV
spin tilt, evolved / formula: -4.02493e-06 / -4.02437e-06
Clean slow-field Hall value, units e/(8 pi):
  alpha = 0.00 meV nm: -1.00000
  alpha = 0.20 meV nm: -1.00000
  alpha = 0.39 meV nm: -1.00000
  alpha = 0.40 meV nm: +0.00000
  alpha = 0.41 meV nm: +1.00000
  alpha = 0.60 meV nm: +1.00000
winding of spin-orbit field, alpha = 0.20 meV nm: -1.000
longitudinal spin response there: +0.5000 e/(8 pi)
  Hall value, field at +45 deg: -1.5000 e/(8 pi)
  Hall value, field at -45 deg: -0.5000 e/(8 pi)
winding of spin-orbit field, alpha = 0.60 meV nm: +1.000
longitudinal spin response there: -0.6667 e/(8 pi)
  Hall value, field at +45 deg: +1.6667 e/(8 pi)
  Hall value, field at -45 deg: +0.3333 e/(8 pi)
Switched field, hbar s = 0.02 meV, units e/(8 pi):
  alpha = 0.30 meV nm: -0.7402
  alpha = 0.35 meV nm: -0.4855
  alpha = 0.40 meV nm: +0.0000
  alpha = 0.45 meV nm: +0.4863
  alpha = 0.50 meV nm: +0.7426
width delta = hbar s/(2 kF): 0.0892 meV nm
e/(8 pi) as sheet conductance (times 2e/hbar): 19.370 uS
current per width at 0.1 V/cm: 0.1937 nA/um
drive frequency: 4.0 GHz; photon energy: 0.01654 meV
  ac Hall value, alpha = 0.20 meV nm: -1.0841 e/(8 pi)
  ac Hall value, alpha = 0.40 meV nm: +0.0000 e/(8 pi)
  ac Hall value, alpha = 0.60 meV nm: +1.0788 e/(8 pi)
smallest splitting, alpha = 0.20: 0.0448 meV = 10.84 GHz
same with cubic term: 0.0308 meV = 7.44 GHz
cubic term moves sign change to alpha = 0.3372 meV nm
  with cubic term, alpha = 0.20 meV nm: -1.0000 e/(8 pi)
  with cubic term, alpha = 0.40 meV nm: +1.0000 e/(8 pi)
  with cubic term, alpha = 0.60 meV nm: +1.0000 e/(8 pi)
  cubic and ac together, alpha = 0.20 meV nm: -1.1851 e/(8 pi)
  cubic and ac together, alpha = 0.60 meV nm: +1.0463 e/(8 pi)
mobility: 5.0e+06 cm^2/Vs; transport time: 190.5 ps
omega tau: 4.79; hbar/tau: 0.00346 meV
temperature: 4.0 K; kT: 0.3447 meV; EF/kT: 20.7
thermal Hall values, alpha 0.20, 0.60: -1.000000, +1.000000 e/(8 pi)
hard-wall well width for beta/gamma: 15.71 nm
second subband above first: 68.2 meV
field-driven k displacement: 6.04e-04 nm^-1, over kF: 0.0054
lower branch only (E_F = -E_so/2, Rashba): 0.7071 e/(8 pi)
```
